# Andreev Reflection and Conductance Doubling at a Transparent Normal-Superconductor Contact

A superconducting line has no dc resistance, but the current must enter it from somewhere. Two simple estimates of a normal-metal contact to such a line fail. If the contact resistance is taken to vanish along with that of the line, the estimate is too low. If electrons are allowed to cross only as single particles, the low-bias resistance diverges as the temperature goes to zero, because the superconductor has no single-particle states within its gap. The contact model of Blonder, Tinkham and Klapwijk gives a finite resistance. For a transparent interface, with bias and thermal energy well below the gap, it is half the normal-state value.

Consider one ballistic mode, with spin degeneracy two, running along $x$. The normal metal fills $x<0$ and the superconductor $x>0$. The pair potential is a real step, $\Delta\theta(x)$, and interface scattering is represented by $H\delta(x)$. In atomic units, with $\hbar=m=e=1$ and $e$ the magnitude of the electron charge, the electron and hole amplitudes $f,g$ obey the Bogoliubov-de Gennes equations

$$
\begin{aligned}
[-\tfrac12\partial_x^2-\mu+H\delta(x)]f+\Delta\theta(x)g&=Ef,\\
-[-\tfrac12\partial_x^2-\mu+H\delta(x)]g+\Delta\theta(x)f&=Eg.
\end{aligned}
$$

Energies $E$ are measured from the chemical potential of the superconductor, and $\mu$ is the Fermi energy, for now the same on both sides. In the normal metal a hole has $E=\mu-k^2/2$ and group velocity $dE/dk=-k$. A hole wave $e^{+ikx}$ with $k>0$ therefore moves left, away from the interface.

Deep in the superconductor, put $(f,g)=(u,v)e^{ikx}$ and $\xi=k^2/2-\mu$. Then $\xi u+\Delta v=Eu$ and $\Delta u-\xi v=Ev$, so $E^2=\xi^2+\Delta^2$. With $s=\sqrt{E^2-\Delta^2}$, the root $\xi=s$ gives

$$
\frac vu=r=\frac{E-s}{\Delta}.
$$

The root $\xi=-s$ gives the inverse ratio, because $(E+s)(E-s)=\Delta^2$. Its spinor is $(v,u)$. For $E\ne0$ we normalize by $u^2+v^2=1$, without complex conjugation, so that $u^2-v^2=s/E$. At $E=0$ this is impossible, because $r=-i$ makes $u^2+v^2$ vanish, but the reflection amplitudes found below depend only on $r$ and remain valid there.

The group velocity is $dE/dk=k\xi/E$. For $E>0$, right-moving excitations are thus $(u,v)$ near $+k_F$ and $(v,u)$ near $-k_F$. Below the gap, $s=i\sqrt{\Delta^2-E^2}$ makes both decay into the superconductor. In that range

$$
r=e^{-i\phi},\qquad \cos\phi=E/\Delta,\qquad 0<\phi\le\pi/2 .
$$

Since $E$ and $\Delta$ are far smaller than $\mu$, all wavevectors in the matching conditions may be replaced by $k_F$. The neglected terms are small in $E/\mu$ and $\Delta/\mu$. For an electron incident from the left, the waves are

$$
\begin{aligned}
\psi_N&=\binom10e^{ik_Fx}+a\binom01e^{ik_Fx}+b\binom10e^{-ik_Fx},\\
\psi_S&=c\binom uv e^{ik_Fx}+d\binom vu e^{-ik_Fx}.
\end{aligned}
$$

The slow decay of $\psi_S$ is not displayed, as it does not affect matching at this order. Here $a$ is the Andreev amplitude, for an electron returned as a hole, and $b$ is the ordinary reflection amplitude.

Continuity gives $1+b=cu+dv$ and $a=cv+du$. Integrating the equations across $x=0$ gives slope jumps $[f']=2Hf(0)$ and $[g']=2Hg(0)$; the overall minus sign in the hole equation cancels. Dividing by $ik_F$ and defining $Z=H/v_F$, where $v_F=k_F$, we have

$$
\begin{aligned}
cu-dv-1+b&=-2iZ(1+b),\\
cv-du-a&=-2iZa.
\end{aligned}
$$

Adding each slope condition to its continuity condition, and then subtracting, yields

$$
\begin{aligned}
cu&=1-iZ(1+b), & dv&=b+iZ(1+b),\\
cv&=(1-iZ)a, & du&=iZa.
\end{aligned}
$$

The second line gives $c=(1-iZ)a/v$ and $d=iZa/u$. Insertion into $1+b=cu+dv$ gives

$$
1+b=a\left[(1-iZ)\frac uv+iZ\frac vu\right].
$$

Use this in $cu+iZ(1+b)=1$. The coefficient of $u/v$ is $(1-iZ)(1+iZ)=1+Z^2$, and that of $v/u$ is $(iZ)^2=-Z^2$. Multiplication by $uv$ then gives

$$
a=\frac{uv}{\gamma},\qquad
\gamma=(1+Z^2)u^2-Z^2v^2=u^2+Z^2(u^2-v^2).
$$

Returning to the expression for $1+b$,

$$
b=\frac{(1-iZ)u^2+iZv^2-\gamma}{\gamma}
=-\frac{(Z^2+iZ)(u^2-v^2)}{\gamma},
$$

while $c=u(1-iZ)/\gamma$ and $d=iZv/\gamma$. Division of numerator and denominator by $u^2$ expresses the reflected amplitudes through $r$:

$$
a=\frac{r}{1+Z^2(1-r^2)},\qquad
b=-\frac{(Z^2+iZ)(1-r^2)}{1+Z^2(1-r^2)}.
$$

Let $A=|a|^2$ and $B=|b|^2$. Below the gap, multiply the common denominator by the phase $e^{i\phi}$. It becomes $\cos\phi+i(1+2Z^2)\sin\phi$, so

$$
A=\frac{1}{\cos^2\phi+(1+2Z^2)^2\sin^2\phi}
=\frac{\Delta^2}{E^2+(\Delta^2-E^2)(1+2Z^2)^2}.
$$

Because $|1-r^2|^2=4\sin^2\phi$, also $B=4Z^2(1+Z^2)\sin^2\phi\,A$. The denominator of $A$ equals $1+4Z^2(1+Z^2)\sin^2\phi$, and hence $A+B=1$. No quasiparticle flux enters the superconductor, although charge does: the missing charge is carried on by a pair.

Above the gap $r$ is real and transmission is possible. Set $w=1-r^2$. Including the velocity factor $u^2-v^2$, the two transmission probabilities are

$$
C=\frac{(1+Z^2)w}{(1+Z^2w)^2},\qquad
D=\frac{Z^2(1-w)w}{(1+Z^2w)^2}.
$$

The numerators of $A,B,C,D$ add to

$$
\begin{aligned}
&(1-w)+Z^2(1+Z^2)w^2+(1+Z^2)w+Z^2(1-w)w\\
&\qquad=1+2Z^2w+Z^4w^2=(1+Z^2w)^2,
\end{aligned}
$$

so $A+B+C+D=1$. Setting $\Delta=0$, which means $r=0$, gives the normal-state result $A=0$, $B=Z^2/(1+Z^2)$ and transmission $T=1/(1+Z^2)$.

To obtain the current, count electrons in the normal metal. The density of states per length and spin in one direction, times velocity, is $(1/2\pi v)v=1/2\pi$; two spins give $1/\pi$. Let $V$ raise the electron energies in the normal reservoir, and take electron flow towards the superconductor as positive. Arriving electrons have occupation $f_0(E-V)$, with $f_0$ the Fermi function. Departing electrons come from three sources: ordinary reflection, conversion of incident holes, and the superconductor. The hole occupation is $1-f_0(-E-V)=f_0(E+V)$. Therefore

$$
\begin{aligned}
I=\frac1\pi\int dE\,[&(1-B)f_0(E-V)-Af_0(E+V)\\
&-(1-A-B)f_0(E)].
\end{aligned}
$$

The bracket can be regrouped as $(1-B)[f_0(E-V)-f_0(E)]+A[f_0(E)-f_0(E+V)]$. In this approximation $A(E)=A(-E)$. Changing $E$ to $-E$ in the last term and using $f_0(-E)=1-f_0(E)$ turns it into $A[f_0(E-V)-f_0(E)]$. Thus

$$
I=\frac1\pi\int dE\,[f_0(E-V)-f_0(E)](1+A-B).
$$

The sign of $A$ is positive because a hole moving left carries charge current in the same direction as an electron moving right. Differentiation with respect to $V$ gives

$$
G_{NS}=\frac1\pi\int dE\,[-f_0'(E-V)](1+A-B).
$$

At zero temperature the thermal weight selects $E=V$. Inside the gap $1-B=A$, so $G_{NS}=2A/\pi$. In the normal state $G_{NN}=T/\pi$. With $E=|V|$ in atomic units, or $|eV|$ in ordinary units,

$$
\frac{G_{NS}}{G_{NN}}=
\frac{2(1+Z^2)\Delta^2}{E^2+(\Delta^2-E^2)(1+2Z^2)^2},
\qquad E<\Delta .
$$

For $Z=0$ this ratio is 2 throughout the gap. Each incident electron is returned as a hole, and two electron charges pass into the superconductor. The same argument applies to each transverse mode of a fully transparent contact, so the total conductance also doubles.

The limiting resistance is not zero. The normal reservoir can supply only a finite number of modes, and Andreev reflection doubles the charge transferred per incident electron without changing that number.

At zero bias, $Z^2=(1-T)/T$ and $1+2Z^2=(2-T)/T$ give

$$
\frac{G_{NS}}{G_{NN}}=\frac{2T}{(2-T)^2}.
$$

For a weakly transmitting contact this tends to $T/2$: the Andreev conductance is of order $T^2$, since both charges must cross the barrier. Enhancement ends when $(2-T)^2=2T$, or $T^2-6T+4=0$. The root below one is $T=3-\sqrt5\simeq0.764$. Thus a barrier with $Z=0.5$, or $T=0.8$, retains a ratio of only 1.11, and at $Z=1$ the ratio is 0.44.

At the gap edge, in contrast, $A=1$ for any finite $Z$ and the ratio is $2(1+Z^2)$. A peak near the gap edge is therefore no evidence of a transparent interface.

Above the gap, a transparent contact has $B=0$ and ratio $1+r^2$. It is 1.07 at $eV=2\Delta$ and 1.01 at $5\Delta$. The differential conductance returns to normal, but the current keeps an offset, $(1/\pi)\int_0^\infty A\,dE$ at zero temperature. The gap region contributes $\Delta$ to the integral. Above it, put $E=\Delta\cosh t$, so that $r=e^{-t}$ and

$$
\int_\Delta^\infty r^2dE=
\Delta\int_0^\infty e^{-2t}\sinh t\,dt
=\frac\Delta2\left(1-\frac13\right)=\frac\Delta3 .
$$

The offset is $4\Delta/3\pi$ per mode. At zero temperature the current through a transparent contact is therefore doubled only for biases within the gap, not at higher bias.

The replacement of all wavevectors by $k_F$ was tested on a lattice chain that keeps the wavevectors distinct. Its Fermi energy above the band bottom equalled the hopping energy, and its gap was $2\times10^{-4}$ of that energy. For $Z=0,0.5,1$ and $E/\Delta=0,0.5,0.9,1.2,2$, the largest absolute difference in either $A$ or $B$ was $2.5\times10^{-4}$. The lattice calculation also adds a small imaginary energy $\eta=5\times10^{-5}\Delta$. Below the gap this lowers $|r|^2$ by about $2\eta/\sqrt{\Delta^2-E^2}$, or $2.3\times10^{-4}$ at $E=0.9\Delta$, so the differences do not measure the wavevector approximation alone.

A step in the pair potential is another idealization, since superconductivity can weaken near a normal metal. Factor the rapid phase from a right-going wave, $f=Fe^{ik_Fx}$ and $g=Ge^{ik_Fx}$, and neglect second derivatives of the slow amplitudes:

$$
-iv_FF'+\Delta(x)G=EF,\qquad
iv_FG'+\Delta(x)F=EG .
$$

Their ratio $q=G/F$ satisfies

$$
q'=\frac{G'}F-q\frac{F'}F
=\frac i{v_F}[\Delta(x)(1+q^2)-2Eq].
$$

For real $\Delta(x)$, taking twice the real part of $q^*q'$ gives

$$
\frac{d|q|^2}{dx}=\frac{2\Delta(x)}{v_F}\,\mathrm{Im}\,q\,(1-|q|^2).
$$

Deep in the superconductor $q=r$, with $|r|=1$ below the gap. The equation preserves this modulus up to the interface. A smooth real profile therefore leaves $A=1$ when $Z=0$, within the slow-amplitude approximation. At $E=0$ the constant $q=-i$ solves the equation for any such profile, so the zero-bias conductance is unchanged even with an interface barrier.

At finite energy with a barrier, the phase of $q$ matters. For $\Delta(x)=\Delta\tanh(x/L)$, with $L=0.87v_F/\Delta$, $Z=0.5$ and $E=\Delta/2$, the lattice calculation gives $A=0.727$, against 0.516 for a step. For the same profile it gives $A=1.00$ at $Z=0$, $E=\Delta/2$, and 0.444 at $Z=0.5$, $E=0$, as the two conservation arguments require.

Removing the barrier does not by itself ensure transparency. Let the Fermi velocities be $v_N$ and $v_S$, with equal masses and $\kappa=v_S/v_N$. Normal-state matching without a delta barrier gives a transmitted amplitude $2v_N/(v_N+v_S)$. Its flux is

$$
T=\frac{v_S}{v_N}\left(\frac{2v_N}{v_N+v_S}\right)^2
=\frac{4\kappa}{(1+\kappa)^2},
\qquad
Z_{\rm eff}^2=\frac1T-1=\frac{(1-\kappa)^2}{4\kappa}.
$$

This $T$ can be used in the superconducting problem because successive reflections depend on the interface only through its transmission. Imagine a vanishingly thin normal layer between the scatterer and the superconductor. An electron crosses the scatterer, returns as a hole with factor $r$, and crosses again. Near the Fermi energy the hole scattering amplitudes are complex conjugates of the electron ones, so the two crossings contribute $T$. Each additional cycle contains two Andreev reflections and two ordinary reflections, giving $r^2(1-T)$. The sum is

$$
a=Tr\sum_{n=0}^{\infty}[r^2(1-T)]^n
=\frac{Tr}{1-(1-T)r^2},
$$

which is the earlier result when $T=1/(1+Z^2)$.

For an interconnect example, take a square copper-niobium contact 20 nm wide at 4.2 K and 0.1 mV. Rough parameters are a copper Fermi energy of 7 eV and a niobium gap of 1.5 meV. The free-electron copper wavevector is $k_F=13.56\ \mathrm{nm}^{-1}$. The allowed transverse wavevectors occupy a disc of area $\pi k_F^2$, with one mode per $(2\pi)^2/S$, where $S$ is the contact area. Hence

$$
N=\frac{Sk_F^2}{4\pi}
=\frac{400(13.56)^2}{4\pi}\simeq5850 .
$$

Counting hard-wall modes instead gives 5761, about 1.5% fewer. With $2e^2/h=77.48\ \mu\mathrm S$ per mode, the ideal normal resistance is $1/(5848\times77.48\ \mu\mathrm S)=2.21\ \Omega$. The superconducting value is $1.10\ \Omega$. Multiplication by the area gives specific resistances of $8.8\times10^{-12}$ and $4.4\times10^{-12}\ \Omega\,\mathrm{cm}^2$. At the same bias the ideal currents are 45.3 and 90.6 $\mu$A.

Temperature alone reduces the conductance ratio from 2 to 1.98: $k_BT_{\rm bath}=0.362$ meV places only a small thermal weight outside the gap. For the rough velocity ratio assumed next, mismatch matters much more. At normal incidence, a rough ratio $\kappa=0.4$ gives $T=1.6/1.96=0.816$ and $Z_{\rm eff}=0.474$. At 0.1 mV and zero temperature the conductance ratio is then 1.17.

At 4.2 K it rises to 1.29, or 1.30 if the gap is lowered to its BCS value at that temperature, about 1.46 meV. Thermal averaging now samples energies closer to the gap edge, where the mismatched contact conducts better; its zero-temperature ratio there is $2/T=2.45$. These estimates assign the normal-incidence transmission to every mode. They are not a mode sum for the equal-mass model: there $k_S=0.4k_N$, and a flat interface, which conserves the transverse wavevector, would totally reflect a fraction $1-\kappa^2=0.84$ of the copper modes. The remaining oblique modes also transmit less than the normal-incidence one. Summed over modes, that model gives a normal resistance of about $21\ \Omega$ and a conductance ratio of 0.85 at zero temperature and 0.99 at 4.2 K, so the enhancement disappears. A prediction for a real contact needs the actual Fermi surfaces of both metals.

Resistance in the copper also dilutes the doubling. Suppose that the contact opens into a wide copper pad with a rough mean free path $\ell=100$ nm. In SI units the Drude resistivity is

$$
\rho=\frac{\hbar k_F}{ne^2\ell},\qquad n=\frac{k_F^3}{3\pi^2},
$$

or 0.66 $\mu\Omega\,$cm here. Replace the square by a disc of equal area and radius $R=20/\sqrt\pi=11.3$ nm. An equipotential disc feeding a half-space has current density $I/(2\pi R\sqrt{R^2-s^2})$ at radius $s$. The potential at its centre is

$$
\frac{\rho}{2\pi}\int_0^R
\frac{I}{2\pi R\sqrt{R^2-s^2}}\frac{2\pi s\,ds}{s}
=\frac{\rho I}{4R}.
$$

Numerical integration at $s=0.6R$ gives the same coefficient, $1/4$, within $10^{-5}$. The spreading resistance is therefore $\rho/4R=0.147\ \Omega$. Adding it in series to the ballistic resistance is an approximation. For $\ell\gg R$ it overestimates the diffusive term: interpolations between the ballistic and diffusive limits reduce it to roughly two thirds, which would raise the next ratio from 1.88 to about 1.92. Without mismatch or thermal smearing, the measured ratio would be $(2.207+0.147)/(1.103+0.147)=1.88$.

With all three effects, and the same assumed transmission for every mode, the normal contact resistance is $2.207/0.816=2.70\ \Omega$, and the superconducting one is $2.70/1.291=2.09\ \Omega$. The ratio becomes

$$
\frac{2.70+0.147}{2.09+0.147}\simeq1.27 .
$$

The copper resistance is held fixed in this comparison, and no normal-state niobium resistance is included. If a measurement also includes niobium that loses its resistance, that change must not be assigned to Andreev reflection.

The bias has a further limit because current weakens superconductivity. In reduced Ginzburg-Landau form, let $n_s$ be the relative pair density and $p$ the phase gradient times the coherence length $\xi_0$. Minimizing $-n_s+n_s^2/2+p^2n_s$ gives $n_s=1-p^2$. The current is proportional to $p(1-p^2)$, whose maximum, $2/(3\sqrt3)$, occurs at $p^2=1/3$. Restoring SI units,

$$
j_d=\frac{\Phi_0}{3\sqrt3\,\pi\mu_0\lambda^2\xi_0},
\qquad \Phi_0=\frac h{2e}.
$$

For rough values $\lambda=80$ nm and $\xi_0=12$ nm, this is $1.3\times10^8$ A/cm$^2$. The ideal contact carries $2.3\times10^7$ A/cm$^2$ at 0.1 mV, or 17% of that estimate, and the corresponding reduction of the pair potential is 0.2%. The excitation gap falls by more, because the superflow also acts on the quasiparticle energies, and the contact model used here omits this. At the same phase gradient $p/\xi_0$, clean niobium with $v_S=0.4v_N$ would have a shift $\hbar v_Sp/2\xi_0\simeq1.1$ meV, comparable to the gap. In a dirty film with a mean free path of 2 to 5 nm, a pair-breaking estimate lowers the gap by about 3 to 6%. Linear extrapolation reaches $j_d$ at about 0.58 mV, well below the 1.5 mV gap voltage. Ginzburg-Landau theory is quantitative near the transition temperature, so at 4.2 K this is an order estimate. It also assumes uniform current; spreading inside a wide niobium electrode would lower the density away from the contact.

Real copper-niobium contacts depart from the ideal model through their different electronic structures, and also through oxide, intermixing or roughness at the interface. The model also assumes that the superconductor is free of scattering over a depth of order $\hbar v_S/\Delta$. The values $\lambda=80$ nm and $\xi_0=12$ nm belong to dirty niobium, with a mean free path of a few nanometres, shorter than the contact. Scattering there returns electrons as electrons even behind a clear interface: in one mode, a single $Z=0.5$ scatterer at depth $0.25\hbar v_S/\Delta$ lowers the zero-energy $A$ from 1 to 0.75. The assumed 100 nm mean free path is favourable for narrow copper lines, where surfaces and grain boundaries scatter electrons. At 20 nm the same spreading formula would give $0.73\ \Omega$, and the ratio for an otherwise ideal contact would fall to about 1.60; the separation into ballistic and spreading resistances is then itself rough. In these estimates the largest correction is velocity mismatch, which moves the cold contact ratio from 2 to 1.17 even when every mode is given the normal-incidence transmission. That ranking rests on the rough $\kappa=0.4$. Mismatch outweighs the spreading resistance only for $\kappa$ below about 0.75 at $\ell=100$ nm, or 0.57 at $\ell=20$ nm, and $\kappa=0.87$ would leave the cold ratio at 1.97. A factor-of-two saving should therefore be budgeted only when near-unit transmission, a clean superconductor near the contact, low bias, low temperature and small series resistance have all been established. The numerical output lists the main values used here.

## Numbers as computed

```
Largest lattice-model probability error: 0.00024902
Smooth gap, Z=0, E=gap/2: A: 1
Smooth gap, Z=0.5, E=0: A: 0.44444
Smooth gap, Z=0.5, E=gap/2: A: 0.72651
Step gap, Z=0.5, E=gap/2: A: 0.51613
Zero-bias conductance ratio, Z=0: 2
Zero-bias conductance ratio, Z=0.2: 1.7833
Zero-bias conductance ratio, Z=0.5: 1.1111
Zero-bias conductance ratio, Z=1: 0.44444
Transparent ratio at eV/gap=1: 2
Transparent ratio at eV/gap=2: 1.0718
Transparent ratio at eV/gap=5: 1.0102
Transmission where enhancement is lost: 0.76393
Copper Fermi energy (rough): 7 eV
Niobium gap (rough): 1.5 meV
Temperature: 4.2 K
Thermal energy: 0.36193 meV
Contact side: 20 nm
Bias: 0.1 mV
Copper Fermi wavevector: 13.555 1/nm
Mode number, area formula: 5848.2
Mode number, hard-wall count: 5761
Conductance quantum 2e^2/h: 77.481 uS
Ideal normal contact resistance: 2.2069 ohm
Ideal NS contact resistance: 1.1034 ohm
Normal specific resistance: 8.8275e-12 ohm cm2
NS specific resistance: 4.4138e-12 ohm cm2
Ideal normal current: 45.313 uA
Ideal NS current: 90.625 uA
Ideal conductance ratio: 2
Ratio with temperature only: 1.9791
Velocity ratio Nb/Cu (rough): 0.4
Mismatch transmission: 0.81633
Effective mismatch Z: 0.47434
Ratio with mismatch only: 1.168
Ratio with mismatch and temperature: 1.2907
Copper mean free path (rough): 100 nm
Copper resistivity: 0.66207 uohm cm
Copper spreading resistance: 0.14669 ohm
Ratio with spreading only: 1.8827
Ratio with all three effects: 1.2717
Gap / Fermi energy: 0.00021429
Penetration depth (rough): 80 nm
Coherence length (rough): 12 nm
Ideal NS current density: 2.2656e+07 A/cm2
Depairing density estimate: 1.3125e+08 A/cm2
Current / depairing current: 0.17261
Gap factor at this current: 0.99777
Bias at depairing estimate: 0.57933 mV
```
